# Length and temperature dependence of nucleation in a biaxial magnetic wire

## Nucleation in a long biaxial wire

A thin wire of length $L$ and cross-section $S$ has its easy axis $x$ along the wire and a hard axis $z$ across it. A fixed field $H$ opposes its magnetization. With periodic ends, the rate at which a reversed region nucleates is, to leading order at low temperature,

$$\Gamma=2\,\frac{\omega_0\lambda_+}{2\pi}\,\frac L\delta\,\frac{4(1-h)^{5/4}}{\sqrt{\pi h t}}\,\frac{e^{-E_s/t}}{\sqrt{D_\theta}}, \tag{1}$$

$$E_s=4\left[\sqrt{1-h}-h\,\mathrm{arccosh}\frac1{\sqrt h}\right]. \tag{2}$$

Here $t=kT/\varepsilon_0$. The growth rate $\lambda_+$ of the unstable mode and the determinant ratio $D_\theta$ depend on neither $T$ nor $L$, so the prefactor is proportional to $L(kT)^{-1/2}$. Both factors come from one mode: the nucleus can be shifted along the wire at no cost in energy.

### Energy and units

The exchange constant $A$, the easy- and hard-axis constants $K_e,K_h$, the magnetization $M_s$, the damping $\alpha$ and $H$ are held fixed as $T$ varies. The magnetization is uniform over the cross-section, and the stray field enters only through the local constants $K_e,K_h$. Define

$$\delta=\sqrt{A/K_e},\quad \varepsilon_0=2S\sqrt{AK_e},\quad \kappa=\frac{K_h}{K_e},\quad h=\frac{\mu_0M_sH}{2K_e},$$

with $0<h<1$. In units of $\delta$ and $\varepsilon_0$ the energy is

$$E=\int\!dx\left[\tfrac12|\mathbf m'|^2+\tfrac12(1-m_x^2)+\tfrac\kappa2m_z^2+h(m_x-1)\right]. \tag{3}$$

The metastable state $m_x=1$ has $E=0$. We write $\mathbf m=(\sin\theta\cos\phi,\sin\theta\sin\phi,\cos\theta)$ and $q=\sqrt{1-h}$.

### The saddle

In the easy plane, $\theta=\pi/2$, the energy density is $\frac12\phi'^2+V(\phi)$ with $V=\frac12\sin^2\phi+h(\cos\phi-1)$. A stationary profile obeys $\phi''=V'(\phi)$. Multiplying by $\phi'$ and integrating, with $\phi\to0$ far away, gives $\frac12\phi'^2=V$, or in half angles

$$\phi'^2=4\sin^2\tfrac\phi2\left(\cos^2\tfrac\phi2-h\right). \tag{4}$$

The profile turns back at $\phi_m=\arccos(2h-1)$. For $u=\cot(\phi/2)$ we have $u'=-\phi'/(2\sin^2\frac\phi2)$, so (4) becomes $u'^2=(1-h)u^2-h$, with solution

$$\cot\frac{\phi_s}2=\sqrt{\frac h{1-h}}\cosh qx. \tag{5}$$

Since $V=\frac12\phi_s'^2$, the energy is $\int\phi_s'^2dx=2\int_0^{\phi_m}|\phi'|\,d\phi$. With $c=\cos(\phi/2)$ and $\sin\frac\phi2\,d\phi=-2\,dc$,

$$E_s=\int\phi_s'^2dx=8\int_{\sqrt h}^1\!\sqrt{c^2-h}\,dc, \tag{6}$$

which integrates to (2). The mirror image $-\phi_s$ is a second saddle of equal energy, whence the leading 2 in (1).

No easier route exists while part of the wire is still unturned. Let $m_x=\cos\beta$. Then $|\mathbf m'|^2\ge\beta'^2$ and the hard-axis term is not negative, so $E\ge\int[\frac12\beta'^2+V(\beta)]dx$. When the largest $\beta$ first reaches $\phi_m$, $V\ge0$ everywhere, and $\frac12\beta'^2+V\ge|\beta'|\sqrt{2V}$. Going from $\beta\approx0$ to $\phi_m$ and back therefore costs at least $2\int_0^{\phi_m}\sqrt{2V}\,d\beta=E_s$. Turning the whole wire uniformly costs $L$ times the maximum of $V$, which lies at $\cos\phi=h$ and equals $(1-h)^2/2$; in a long wire this is far more.

For $h\to0$, $E_s\to4$: two separate domain walls. For $h\to1$, $\mathrm{arccosh}(1/\sqrt h)=\mathrm{artanh}\,q=q+q^3/3+\dots$, and (2) gives $E_s\to\frac83(1-h)^{3/2}$. The nucleus length $\delta/q$ then diverges. The theory needs $t\ll E_s$ and $L\gg\delta/q$, so it fails close enough to $h=1$. For small $h$ it also needs $t\ll h$: the energy of two walls a large distance $R$ apart (in units of $\delta$) is about $4-8e^{-R}-2hR$, and its curvature at the maximum is only $-2h$, too weak to keep $R$ in the Gaussian range unless $t\ll h$.

### Small deviations

Put $\phi=\phi_s+\psi$ and $\theta=\pi/2+p$, so that $\sin^2\theta\approx1-p^2$ and $\sin\theta\approx1-p^2/2$. As $p$ enters quadratically, no $\psi p$ term arises at second order:

$$E=E_s+\tfrac12\int(\psi H_\phi\psi+pH_\theta p)\,dx,\qquad H_\phi=-\partial_x^2+\cos2\phi_s-h\cos\phi_s. \tag{7}$$

The potential in $H_\phi$ is $V''(\phi_s)$. That in $H_\theta$ is $-\phi_s'^2+\cos^2\phi_s+\kappa-h\cos\phi_s$; inserting $\phi_s'^2=\sin^2\phi_s-2h(1-\cos\phi_s)$ gives

$$H_\theta=-\partial_x^2+\cos2\phi_s+2h-3h\cos\phi_s+\kappa. \tag{8}$$

In the metastable state the operators are $-\partial_x^2+q^2$ and $-\partial_x^2+q^2+\kappa$.

Differentiating $\phi_s''=V'(\phi_s)$ gives $H_\phi\phi_s'=0$: this is the translation mode. It has one node, so exactly one eigenvalue of $H_\phi$ lies below zero. Out of the plane, use $\phi_s''=\sin\phi_s(\cos\phi_s-h)$ to find

$$-(\sin\phi_s)''=\sin\phi_s\left(-\cos2\phi_s-2h+3h\cos\phi_s\right),$$

hence $H_\theta\sin\phi_s=\kappa\sin\phi_s$. This function, a rotation of the nucleus about $x$, has no node, so $\kappa$ is the lowest eigenvalue of $H_\theta$.

### Motion near the saddle

With time in units of $1/\omega_0$, $\omega_0=2\gamma K_e/M_s$, the damped precession is $\dot{\mathbf m}=-[\mathbf m\times\mathbf f+\alpha\,\mathbf m\times(\mathbf m\times\mathbf f)]/(1+\alpha^2)$ with $\mathbf f=-\delta E/\delta\mathbf m$. Near the saddle the tangential components are $f_\phi=-H_\phi\psi$ and $f_\theta=-H_\theta p$, so

$$\dot\psi=\frac{H_\theta p-\alpha H_\phi\psi}{1+\alpha^2},\qquad \dot p=\frac{-H_\phi\psi-\alpha H_\theta p}{1+\alpha^2}. \tag{9}$$

Divide the wire into cells of length $a$ and collect $\sqrt a\,\psi_i,\sqrt a\,p_i$ in a vector $\eta$ with $n$ components. Then $E=E_s+\frac12\eta^TH\eta$ and $\dot\eta=-MH\eta$, where

$$M=\frac1{1+\alpha^2}\begin{pmatrix}\alpha&-1\\1&\alpha\end{pmatrix}. \tag{10}$$

One mode grows. To see this, scale the off-diagonal part of $M$ by $s$ from 0 to 1. If $MHv=i\omega v$ and $w=Hv$, then $w^\dagger Mw=i\omega\,v^\dagger Hv$ is imaginary, while its real part is $\alpha|w|^2/(1+\alpha^2)$. So $Hv=0$, and no eigenvalue crosses the imaginary axis except possibly through the zero mode $v_0$. That eigenvalue stays simple: $MHw=v_0$ would give $0=v_0^THw=v_0^TM^{-1}v_0$, which is positive for $\alpha>0$. At $s=0$ there is one growing mode, as $H$ has one negative eigenvalue; hence there is one at $s=1$, and its rate $\lambda_+$ is real. The mode is localized at the nucleus, so $\lambda_+$ does not depend on $L$ once the wire is long.

### Flux over the saddle

Thermal noise whose strength keeps $e^{-E/t}$ stationary gives the probability current $j=-M(P\nabla E+t\nabla P)$. Set aside the zero mode for the moment and try a steady state $P=Ce^{-E/t}g(u)$, $u=U^T\eta$, with $g=1$ on the metastable side and 0 beyond the saddle. Then $j=-tCe^{-E/t}MU\,g'$, and $\nabla\!\cdot j=0$ requires

$$-\tfrac1t(\eta^THMU)\,g'+(U^TMU)\,g''=0. \tag{11}$$

Choose $HMU=-\lambda_+U$. Then $MU$ satisfies $-MH(MU)=\lambda_+MU$, so it is the growing mode. Normalize by $U^TMU=\lambda_+$. Equation (11) becomes $g''=-ug'/t$, so $g'=-e^{-u^2/2t}/\sqrt{2\pi t}$. The flux through $u=0$ is

$$J=\int\!d\eta\,\delta(u)\,U^Tj=C\lambda_+\sqrt{\frac t{2\pi}}\,e^{-E_s/t}\!\int\!d\eta\,\delta(U^T\eta)\,e^{-\eta^TH\eta/2t}. \tag{12}$$

On the plane normal to $U$ the determinant of $H$ is $\det H\,(U^TH^{-1}U)/|U|^2$, by the cofactor rule. From $H^{-1}U=-MU/\lambda_+$ follows $U^TH^{-1}U=-1$, so this determinant is $|\det H|/|U|^2>0$. With one negative direction in all, $H$ must then be positive on the plane. The last integral is $(2\pi t)^{(n-1)/2}|\det H|^{-1/2}$. Dividing $J$ by the metastable population $C(2\pi t)^{n/2}(\det H_m)^{-1/2}$ gives, in units of $\omega_0$,

$$\Gamma_1=\frac{\lambda_+}{2\pi}\sqrt{\frac{\det H_m}{|\det H|}}\;e^{-E_s/t}. \tag{13}$$

All powers of $t$ have cancelled: without a zero mode the prefactor would not depend on temperature.

Equation (13) was compared with the slowest Fokker–Planck eigenvalue of a single precessing spin with $\alpha=0.5$. The ratio of eigenvalue to theory, extrapolated to $t=0$, is 0.996 for two isolated saddles ($\kappa=2$) and 1.003 for a ring of saddles ($\kappa=0$), where one Gaussian factor is replaced by the length of the ring.

### The translation mode

In (13) every mode of eigenvalue $\mu_i$ contributes a factor $\sqrt{2\pi t/|\mu_i|}$ to the weight of the saddle. For $\mu_i=0$ this Gaussian integral does not exist, and the actual range of the coordinate must be used. Shifting the nucleus by $dX$ changes $\eta$ by a vector of length

$$dc=\Big(a\sum_i\phi_s'(x_i)^2\Big)^{1/2}dX=\sqrt{E_s}\,dX, \tag{14}$$

by (6). The vector $U$ has no component along this mode, because $U=-HMU/\lambda_+$ lies in the range of $H$; the flux is therefore the same at every position. The integral over positions gives $\sqrt{E_s}\,L/\delta$. The metastable state has no zero mode and keeps all its factors $\sqrt{2\pi t}$, so one of them is left unpaired:

$$\frac1{\sqrt{|\det H_\phi|}}\;\longrightarrow\;\frac L\delta\sqrt{\frac{E_s}{2\pi t}}\,\frac1{\sqrt{|\det{}'H_\phi|}}, \tag{15}$$

where the prime omits the zero eigenvalue. This is the factor $L(kT)^{-1/2}$.

### The determinants

For $H_\phi+\mu$, let $k=\sqrt{q^2+\mu}$, let $f_\pm$ be the solutions of $(H_\phi+\mu)f=0$ that tend to $e^{\mp kx}$ at $x\to\pm\infty$, and let $W=f_-'f_+-f_-f_+'$. Then

$$\frac{\det(H_\phi+\mu)}{\det(-\partial_x^2+q^2+\mu)}=\frac W{2k}. \tag{16}$$

To prove it, write $\dot f=\partial_\mu f$, so that $(H_\phi+\mu)\dot f=-f$. Then $(\dot f_-'f_+-\dot f_-f_+')'=f_-f_+$ and $(f_-'\dot f_+-f_-\dot f_+')'=-f_-f_+$. Integrating the first from $-X$ to 0 and the second from 0 to $X$, with the asymptotic forms at $\pm X$, gives

$$\frac{dW}{d\mu}=\int_{-X}^Xf_-f_+\,dx+W\left(\frac1{2k^2}-\frac Xk\right). \tag{17}$$

Since $f_-f_+/W$ is the diagonal of $(H_\phi+\mu)^{-1}$, and $1/2k$ that of the metastable operator, (17) says that $d\ln(W/2k)/d\mu$ is the trace of the difference of the two inverses. This is also the derivative of the logarithm of the left side of (16). Both sides tend to 1 for $\mu\to\infty$, so they agree.

At $\mu=0$ both solutions are proportional to $\phi_s'$. From (5), $\phi_s\approx2/u\approx4(q/\sqrt h)e^{-q|x|}$, so $\phi_s'\to\mp\mathcal A\,e^{-q|x|}$ with $\mathcal A=4q^2/\sqrt h$. Thus $f_-=\phi_s'/\mathcal A$, $f_+=-\phi_s'/\mathcal A$, $W=0$, and $dW/d\mu=-E_s/\mathcal A^2$. The determinant ratio starts as $-\mu E_s/(2q\mathcal A^2)$. Removing the eigenvalue $\mu$ of the zero mode leaves

$$\left|\frac{\det{}'H_\phi}{\det(-\partial_x^2+q^2)}\right|=\frac{E_s}{2q\mathcal A^2}=\frac{E_sh}{32q^5}. \tag{18}$$

The minus sign belonged to the one negative mode. Insert (18) in (15): $E_s$ cancels, and

$$\frac L\delta\sqrt{\frac{E_s}{2\pi t}}\sqrt{\frac{32q^5}{E_sh}}=\frac L\delta\,\frac{4(1-h)^{5/4}}{\sqrt{\pi ht}}. \tag{19}$$

The out-of-plane ratio $D_\theta=\det H_\theta/\det(-\partial_x^2+q^2+\kappa)$ follows from (16) applied to $H_\theta$. Numerically, one starts a solution as $e^{kx}$ on the left, with $k=\sqrt{q^2+\kappa}$, and reads off its amplitude $D_\theta e^{kx}$ on the right. Equations (13) and (19), the two mirror saddles and the unit $\omega_0$ give (1).

The planar factor can be found independently. The partition function of the planar wire is the trace of $e^{-L\hat H/(\delta t)}$, with $\hat H=-\frac{t^2}2\partial_\phi^2+V$. In this equivalent quantum problem, with outgoing waves imposed at $\phi=\pm\pi$, the state near $\phi=0$ leaks through the barrier, and to leading order in $t$ its decay rate equals the weight of saddles per unit length, twice (19) over $L/\delta$ times $e^{-E_s/t}$. At $h=0.4$ the computed rate divided by this formula is 0.9675, 0.9838 and 0.9919 for $t=0.024$, 0.012 and 0.006, and extrapolates to 1.0000. Without the exponential, the rate varies as $t^{-0.512}$ between the last two temperatures.

### When the hard axis is weak

Rotation of the nucleus about $x$ has stiffness $\kappa I$ and mean square angle $t/(\kappa I)$, with $I=\int\sin^2\phi_s\,dx$. Equation (1) needs this to be small. For $\kappa\to0$ the two mirror saddles merge into a continuous family, and their two Gaussian widths $\sqrt{2\pi t/\kappa}$ are replaced by one length $2\pi\sqrt I$. The static weight changes by the factor

$$\frac{2\pi\sqrt I}{2\sqrt{2\pi t/\kappa}}=\sqrt{\frac{\pi\kappa I}{2t}}. \tag{20}$$

A second zero mode thus brings a second factor $(kT)^{-1/2}$, and the prefactor of a uniaxial wire goes as $L/kT$.

### A nickel–iron wire

Take an elliptical wire 12 nm wide, 4 nm thick and 1000 nm long, with $M_s=800$ kA/m, $A=13$ pJ/m, $\alpha=0.1$, $T=300$ K and $h=0.4$. The demagnetizing factors are $1/4$ along the width and $3/4$ along the thickness. They give $K_e=100.5$ kJ/m³, $\kappa=2$, $\delta=11.4$ nm, $\varepsilon_0=0.538$ eV, $t=0.0481$ and a reverse field $\mu_0H=100.5$ mT. The barrier is

$$\Delta E=1.448\times0.538\ \text{eV}=0.779\ \text{eV}=30.1\,kT .$$

With $\omega_0=4.43\times10^{10}$ s⁻¹, $\lambda_+=1.091$ and $D_\theta=0.219$, the factors of (1) are

$$\frac{\omega_0\lambda_+}{2\pi}=7.69\times10^9\ \text{s}^{-1},\quad \frac L\delta=87.9,\quad \frac{8(0.6)^{5/4}}{\sqrt{0.4\pi t}}=17.2,\quad \frac1{\sqrt{D_\theta}}=2.14 .$$

Their product is $2.5\times10^{13}$ s⁻¹, and the rate is about 2 s⁻¹. With the parameters held fixed, the prefactor at 400 K is $2.15\times10^{13}$ s⁻¹, lower by $\sqrt{300/400}$. Since $\ln\Gamma=\text{const}-\frac12\ln kT-\Delta E/kT$, an Arrhenius plot has the slope

$$-\frac{d\ln\Gamma}{d(1/kT)}=\Delta E-\tfrac12kT=0.766\ \text{eV}. \tag{21}$$

The conditions derived within the one-dimensional model hold here, while uniformity over the section holds only roughly, since the width is about equal to $\delta$ and twice the exchange length of 5.7 nm. The nucleus tail, $\delta/q=14.7$ nm, is short beside $L$; uniform reversal would cost 8.5 eV; the rms rotation about $x$ is 0.07 rad. Released from the saddle with about half the typical thermal displacement along the negative mode of $H_\phi$, the wire loses 16 to 19 $kT$ to damping within one precession period, so an escaping nucleus is not simply carried back. Quantum escape would matter near $\hbar\omega_0\lambda_+/2\pi k=0.06$ K. Anharmonic fluctuations in the plane lower the static weight of the saddles by 7 % relative to (19); those out of the plane, and the dynamical correction to the flux of the same order in $t$, were not computed, so this figure only indicates the size of the corrections to (1).

The values of $M_s$ and $A$ are rough typical ones for soft nickel–iron. The damping is roughly ten times that of the undoped alloy, as rare-earth doping can make it, and the cross-section is small for a patterned wire. Larger corrections come from what the model omits. Thermal fluctuations that vary across the section are left out; with the material constants held fixed they change the size of the prefactor, but not its leading power of $T$. The prefactor above is therefore that of the one-dimensional model, not a precise prediction for the material. The non-local stray field, taken to first order on the profile (5), raises the barrier by 0.061 eV and cuts the Boltzmann factor to about a tenth; through $\lambda_+$ and the determinants it also lowers the prefactor by roughly a factor of two, so that the rate falls to about a twentieth. A 1 % fall of $M_s$ at fixed applied field, with $A,K_e,K_h\propto M_s^2$, multiplies the Boltzmann factor by 2.6, so the weak power law in (1) is easily hidden by the temperature dependence of the material. The most serious assumption is the absence of ends. At a free end, where $\mathbf m'=0$, half a nucleus is a stationary state of the local model (3) with half the barrier, 0.39 eV; the Boltzmann factor is then larger by a factor of about $3.5\times10^6$. A real end also carries a surface charge: the non-local stray field, taken to first order, lowers the end barrier to about 0.26 eV, which favours the ends by several further orders of magnitude. Such a nucleus cannot be shifted, so it has neither the factor $L$ nor the factor $(kT)^{-1/2}$. Equation (1) describes a real straight wire only if reversal from its ends and from defects is suppressed. The numerical output below lists the remaining values. There "transfer width" means the decay rate of the planar quantum problem, and the "rate factors" contain only the change of the exponential.

## Numbers as computed

```
wire width: 12 nm
wire thickness: 4 nm
wire length L: 1000 nm
magnetization Ms: 800 kA/m
exchange constant A: 13 pJ/m
damping: 0.1
temperature: 300 K
reduced field h: 0.4
reverse field mu0 H: 100.5 mT
easy-axis constant Ke: 100.5 kJ/m3
hard-axis constant Kh: 201.1 kJ/m3
kappa: 2
length unit delta: 11.37 nm
nucleus tail length delta/q: 14.68 nm
energy unit eps0: 0.538 eV
thermal energy kT: 0.02585 eV
t = kT/eps0: 0.04805
saddle energy E_s, formula: 1.447637 eps0
saddle energy, vector field on ring: 1.447637 eps0
negative eigenvalue of H_phi: -0.6639
lowest eigenvalue of H_theta: 2.000000
|det' H_phi| ratio, formula: 0.06489
|det' H_phi| ratio, lattice ring 24: 0.06504
|det' H_phi| ratio, lattice ring 36: 0.06504
D_theta, initial-value problem: 0.21907
D_theta, lattice ring 36: 0.22000
growth rate, linearized, ring 36: 1.09146 omega0
growth rate, linearized, ring 24: 1.09146 omega0
growth rate, full motion: 1.09146 omega0
transfer width / formula at t=0.024: 0.9675
transfer width / formula at t=0.012: 0.9838
transfer width / formula at t=0.006: 0.9919
same ratio extrapolated to t=0: 1.0000
power of t between 0.012 and 0.006: -0.5118
one spin, two saddles: FP/theory at t=0: 0.9959
one spin, ring of saddles: FP/theory at t=0: 1.0029
omega0: 4.426e+10 rad/s
barrier: 0.7788 eV
barrier / kT: 30.13
prefactor at 300 K: 2.483e+13 1/s
prefactor at 400 K: 2.15e+13 1/s
nucleation rate: 2.049 1/s
mean waiting time: 0.488 s
Arrhenius slope, barrier - kT/2: 0.7659 eV
uniform-rotation barrier of whole wire: 8.516 eV
planar anharmonic factor at example t: 0.9342
rms rotation of nucleus about x: 0.07113 rad
non-local stray-field shift of barrier: 0.06052 eV
rate factor from that shift: 0.09625
rate factor for 1 % lower Ms: 2.556
barrier at a free wire end: 0.3894 eV
quantum crossover temperature: 0.05872 K
energy loss in one period, growing side: 18.5 kT
energy loss in one period, shrinking side: 16.28 kT
```
